# Penetration of Radicals into a Long Hole with Weak Wall Recombination

## A walker on a ladder

In plasma-enhanced deposition, radicals must reach the walls of deep holes, but some recombine on the way. A one-dimensional caricature shows how far they get. Let the wall consist of sites $z=ja$, $j=1,2,\dots$, and let a radical that strikes a site be lost with probability $r$. If it survives, it flies to one of the two neighbouring sites with equal probability. The site $j=0$ represents the mouth, where the strike rate is held at 1.

In steady state the strike rate $\phi_j$ is fed by survivors from both sides:

$$\phi_j=\frac{1-r}{2}\left(\phi_{j-1}+\phi_{j+1}\right). \tag{1}$$

The trial solution $\phi_j=\lambda^j$ gives $\lambda+1/\lambda=2/(1-r)$. The two roots have product 1, and the one below 1 decays into the hole. Writing it as $\lambda=e^{-a/\ell}$ gives

$$\cosh\frac{a}{\ell}=\frac{1}{1-r}. \tag{2}$$

For small $r$ the left side is $1+a^2/(2\ell^2)$ and the right side is $1+r$, to leading order. Hence $\ell=a/\sqrt{2r}$. Far from the mouth, a radical makes about $1/r$ flights before it is lost, and a random walk of that many steps spreads as the square root of their number.

In a real hole the flights have many lengths. If only their mean square matters, $a^2$ is replaced by $\langle s^2\rangle$, where $s$ is the axial length of one flight. We must find $\langle s^2\rangle$ and show that the replacement is allowed.

## The model

A circular hole of diameter $d$ occupies $z>0$ and is so deep that its bottom plays no part. The gas outside sends a uniform flux $\Gamma_0$ through the mouth, with the cosine distribution of directions. Inside, radicals do not collide with each other or with other gas; for the exponential law this requires a gas mean free path much longer than $d$. Each wall hit removes a radical with probability $r$, the same everywhere; a survivor leaves by the cosine law, without memory of its arrival. The hole keeps its shape, and the film-forming reaction has already saturated, so recombination is the remaining loss.

Let $\phi(z)$ be the number of radicals striking unit wall area per unit time, divided by $\Gamma_0$. The claim is

$$\phi(z)\to e^{-z/L},\qquad L=\frac{d}{\sqrt{3r}},\qquad r\to0, \tag{3}$$

with an error that tends to zero uniformly in $z$. Until the worked example, lengths are in units of $d$.

## One flight between walls

Let $\beta$ be the angle between the flight and the hole axis, and $\alpha$ the angle, in the cross-section, between the projected flight and the inward normal. The normal component of the unit direction vector is $\sin\beta\cos\alpha$. The cosine law assigns this component divided by $\pi$ to each unit of solid angle $\sin\beta\,d\beta\,d\alpha$, so the probability weight is

$$\frac1\pi\cos\alpha\,\sin^2\!\beta\;d\alpha\,d\beta,\qquad -\tfrac{\pi}{2}<\alpha<\tfrac{\pi}{2},\quad 0<\beta<\pi. \tag{4}$$

Its integral is $(1/\pi)(2)(\pi/2)=1$. The projected flight is a chord of a circle of unit diameter, with length $\cos\alpha$. The axial displacement is therefore $s=\cos\alpha\cot\beta$, and

$$\langle s^2\rangle=\frac1\pi\int\cos^3\!\alpha\,d\alpha\int\cos^2\!\beta\,d\beta=\frac1\pi\cdot\frac43\cdot\frac\pi2=\frac23. \tag{5}$$

The factor $\sin^2\beta$ in the weight has cancelled the denominator of $\cot^2\beta$.

For the density $K(s)$, hold $\alpha$ fixed. Then $|d\beta/ds|=\sin^2\beta/\cos\alpha$ and $\sin^2\beta=\cos^2\alpha/(s^2+\cos^2\alpha)$, so

$$K(s)=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\cos^4\alpha}{(s^2+\cos^2\alpha)^2}\,d\alpha. \tag{6}$$

This is even in $s$. For large $|s|$ the integral of $\cos^4\alpha$, which is $3\pi/8$, gives $K\approx3/(8s^4)$. The second moment is finite, but the fourth diverges, so an expansion in ever higher moments is not available.

To integrate (6), set $b=s^2$ and write the integrand as $[1-b/(b+\cos^2\alpha)]^2$. The substitution $t=\tan\alpha$ gives

$$\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{d\alpha}{b+\cos^2\alpha}=\frac{1}{\sqrt{b(b+1)}},$$

and minus its $b$-derivative supplies the integral with the squared denominator. With $q=\sqrt{1+s^2}$ and $s\ge0$,

$$K=1-\frac{2s}{q}+\frac{s(2s^2+1)}{2q^3}=1-\frac{s(s^2+\frac32)}{q^3}. \tag{7}$$

The probability of flying further than $x\ge0$ in one given direction is $F(x)=\int_x^\infty K\,ds$. With $q=\sqrt{1+x^2}$ it is

$$F(x)=\frac{x^2+\frac12}{q}-x=\frac{(q-x)^2}{2q}=\frac{1}{2q(q+x)^2}. \tag{8}$$

Differentiating the first form gives $-K(x)$, and the last form vanishes at infinity, which confirms the result. Also $F(0)=\frac12$, and $F\approx1/(8x^3)$ for large $x$.

## Balance at the wall

The radicals entering the mouth can be replaced by an imaginary upstream wall, $z<0$, that emits unit flux by the cosine law. Along every line through the mouth, such a wall supplies the same flux per solid angle and projected area. That is a uniform cosine flux of size 1, as assumed. Its direct contribution at depth $z$ is $\int_{-\infty}^0K(z-z')\,dz'=F(z)$.

With $c=1-r$, the real wall at $z'$ re-emits $c\phi(z')$. Therefore

$$\phi(z)=F(z)+c\int_0^\infty K(z-z')\phi(z')\,dz'. \tag{9}$$

Since $K$ integrates to 1, repeated substitution reduces the difference between two trial functions by at least the factor $c<1$ each time. There is thus one bounded solution. Starting from zero, every iterate lies between 0 and 1, because $F+c(1-F)\le1$; hence $0\le\phi\le1$.

## Slow variation

Let $h(z)=g(z/L)$, where $g$ is bounded and $g''$ is bounded and uniformly continuous. Write $K*h$ for the integral of $K(z-z')h(z')$ over the whole line. Since $K$ is even,

$$K*h-h=\int_0^\infty K(s)\,[h(z+s)+h(z-s)-2h(z)]\,ds. \tag{10}$$

The bracket equals $\int_0^s(s-t)[h''(z+t)+h''(z-t)]\,dt$. Replacing both second derivatives by $h''(z)$ gives $s^2h''(z)$. The error made is at most $s^2\omega(s/L)/L^2$, where $\omega(\varepsilon)$ is the largest change of $g''$ over a distance $\varepsilon$. As $L\to\infty$, $\omega(s/L)$ tends to zero at each fixed $s$ and remains bounded. Because $s^2K(s)$ is integrable, dominated convergence makes the total error $o(1/L^2)$. By (5), $\int_0^\infty s^2K\,ds=\frac13$, so

$$K*h-h=\frac{1}{3L^2}\,g''(z/L)+o(1/L^2). \tag{11}$$

At depths of order $L$, many diameters inside the hole, direct flights from the mouth are negligible and (9) reads $\phi\approx(1-r)K*\phi$. To leading order this is $\phi''=3r\phi$. The decaying solution has $1/L^2=3r$, which is (3) in units of $d$. It is the ladder result with $a^2$ replaced by $\langle s^2\rangle=\frac23$.

## The limit, including the mouth

It remains to show that the mouth does not alter the amplitude of the exponential. Choose $0<\delta<1$ and set $\varepsilon=\delta/4$. Let $g(x)=e^{-x}$ for $x\ge0$, and

$$g(x)=1+\left[-x+\left(\tfrac12+\tfrac1\varepsilon\right)x^2\right]e^{x/\varepsilon},\qquad x<0. \tag{12}$$

Near zero this is $1-x+x^2/2$ to second order, so $g$, $g'$ and $g''$ join continuously. For $x<0$, $|x|e^{x/\varepsilon}\le\varepsilon/e$ and $x^2e^{x/\varepsilon}\le4\varepsilon^2/e^2$, which give $|g-1|<\delta/2$.

With $L=1/\sqrt{3r}$, (11) becomes $K*h=h+rg''+\rho$, where $|\rho|=o(r)$ uniformly. For $z>0$ we have $g''=h$. Take $V=h+\delta$. Then, for $z>0$,

$$cK*V=(1-r)\left[(1+r)h+\rho+\delta\right]\le V-r\delta+|\rho|\le V \tag{13}$$

once $r$ is small enough. On $z<0$, $V\ge1+\delta/2$, so $cV\ge1$ for small $r$. The imaginary wall thus contributes at least $F$ to $cK*V$, and

$$V\ge F+c\int_0^\infty K(z-z')V(z')\,dz'. \tag{14}$$

Subtracting (9), $D=V-\phi$ satisfies $D\ge c\int_0^\infty K(z-z')D(z')\,dz'$. Let $m$ be the greatest lower bound of $D$ on $z>0$. If $m<0$, the right side is at least $cm$, so $m\ge cm$. This is impossible for negative $m$ and $c<1$. Hence $\phi\le V$.

For the lower bound take $U=h-\delta$. For $z>0$,

$$cK*U\ge U+r\delta-r^2-|\rho|\ge U \tag{15}$$

for small $r$, since $h\le1$ there. On $z<0$, $U<1$, so its contribution is at most $F$. The same comparison, applied to $\phi-U$, gives $\phi\ge U$. Therefore $|\phi-e^{-z/L}|\le\delta$ for all $z>0$ once $r$ is small enough. Since $\delta$ is arbitrary, (3) is proved.

## The flux at the mouth

Equation (9) also gives the value $\phi_0=\phi(0)$ at any $0<r<1$. Differentiate (9), using $F'=-K$, and integrate by parts to move the derivative onto $\phi$:

$$\phi'(z)=-(1-c\phi_0)K(z)+c\int_0^\infty K(z-z')\phi'(z')\,dz'. \tag{16}$$

Iteration of this equation contracts by the factor $c$ in the integrated absolute value, so $\phi'$ is integrable. Moreover $\phi\to0$ at infinity: $F$ vanishes there, and a nonzero upper limit $M$ would have to satisfy $M\le cM$.

Multiply (16) by $\phi$ and integrate over $z>0$. The left side is $-\phi_0^2/2$. In the double integral, the evenness of $K$ and (9) allow $c\int K\phi$ to be replaced by $\phi-F$. With $A=\int_0^\infty K\phi\,dz$,

$$-\frac{\phi_0^2}{2}=-(1-c\phi_0)A-\frac{\phi_0^2}{2}-\int_0^\infty\phi'F\,dz. \tag{17}$$

Integration by parts gives $\int\phi'F\,dz=-\phi_0/2+A$. Hence $(2-c\phi_0)A=\phi_0/2$. Equation (9) at $z=0$ gives $cA=\phi_0-\frac12$. Eliminating $A$,

$$(2-c\phi_0)\left(\phi_0-\tfrac12\right)=\tfrac12c\phi_0
\;\Rightarrow\; c\phi_0^2-2\phi_0+1=0. \tag{18}$$

The roots are $(1\pm\sqrt r)/(1-r)$. The condition $\phi_0\le1$ selects the lower sign:

$$\phi_0=\frac{1}{1+\sqrt r}. \tag{19}$$

The wall just inside the mouth receives less than the entering flux, because some radicals that would have returned from deeper in the hole have recombined. The relative deficit is about $\sqrt r$, much larger than $r$ itself.

## Very deep in the hole

A uniformly small absolute error does not imply a small relative error where $\phi$ is tiny. At $z\gg L$, the exponential population is so weak that rare long flights matter. Direct flights from the mouth supply $F(z)\approx1/(8z^3)$. Flights from the populated wall near the mouth supply about $K(z)\int\phi\,dz'\approx3L/(8z^4)$, smaller by the factor $3L/z$.

A radical that lands there makes on average $1+c+c^2+\dots=1/r$ hits, spread over a distance of order $L$. The leading estimate is therefore

$$\phi(z)\approx\frac{1}{8rz^3}\left(1+\frac{3L}{z}+\dots\right),\qquad z\gg L. \tag{20}$$

Here $z$ must lie far enough beyond $L$ for $e^{-z/L}$ to be much smaller than this tail. Measured in units of $L$, the depth where that happens grows slowly as $r$ falls.

For $r=10^{-2}$, the numerical solution of (9) divided by $1/(8rz^3)$ is 1.115 at $30L$ and 1.049 at $60L$. The excess over 1 is thus 0.115 and 0.049, of the same size as $3L/z$, which is 0.10 and 0.05. The match is only rough, because two neglected effects partly cancel. At this $r$ the flux lies below the exponential, so $\int\phi\,dz'$ is smaller than $L$ and the coefficient is below 3. The next term acts the other way: the spreading after landing and the finite depth of the emitting wall each add about $12(L/z)^2$, together 0.027 at $30L$ and 0.007 at $60L$. In this model the exponential is an intermediate law, followed by an algebraic tail. The tail is carried by single flights as long as $z$ itself, so in a real gas it holds only at depths well below the mean free path.

## A hole with a bottom

Suppose instead that the hole ends at depth $H\gg d$, with a flat bottom that recombines and re-emits like the side wall. Let $I(z)$ be the net number of radicals crossing a section per unit time, divided by $\Gamma_0$. Side-wall loss gives $I'=-\pi r\phi$. With $\phi''=3r\phi$ this integrates to $I=-(\pi/3)\phi'$; the constant is zero because a uniform gas carries no net current.

The bottom, of area $\pi/4$, consumes $(\pi/4)r\phi(H)$. Equating this to $I(H)$ gives $-\phi'(H)=\frac34r\phi(H)=\phi(H)/(4L^2)$. The slope measured on the scale $L$ is then $L|\phi'|/\phi=1/(4L)$, which vanishes as $r\to0$. To leading order, with $\phi(0)=1$ and $\phi'(H)=0$,

$$\phi(z)=\frac{\cosh[(H-z)/L]}{\cosh(H/L)}. \tag{21}$$

At the bottom this is $1/\cosh(H/L)$. For $H\ll L$ it approaches 1, and the hole is evenly supplied. For $H$ several times $L$ it approaches $2e^{-H/L}$, twice the value at that depth in an endless hole, because radicals return from the bottom instead of continuing downward. This holds while rare long flights are negligible. Here they include direct flights from the mouth to the bottom, whose flux, about $1/(4H^2)$ in units of $\Gamma_0$, falls more slowly with depth than $F(H)$. Equation (21) therefore fails at a smaller depth than the tail (20) alone would suggest.

## Worked example

Take the round model parameters $d=50$ nm and $r=10^{-4}$. Then $\sqrt{3r}=0.01732$ and

$$L=\frac{50\ \text{nm}}{0.01732}=2887\ \text{nm}=2.887\ \mu\text{m},$$

or 57.7 diameters. The full balance (9), solved without the slow-variation approximation, gives these wall fluxes relative to the entering flux:

| Depth | Full balance | $e^{-z/L}$ |
|---|---|---|
| $L$ | 0.359 | 0.368 |
| $2L$ | 0.132 | 0.135 |
| $3L$ | 0.049 | 0.050 |

The full values are between 2% and 3% below the exponential at all three depths. The deficit therefore arises before $z=L$, while the decay from $L$ to $3L$ follows the predicted length closely. At the mouth, (19) gives 0.990. The flux falls to one tenth at $L\ln10=6.65\ \mu$m by the exponential and at 6.57 $\mu$m by the full balance.

The exponential equals the leading tail $1/(8rz^3)$ a little before $z=13L$, where each is about $3\times10^{-6}$. The corrections in (20) enlarge the tail, so the actual crossing lies somewhat shallower. Well before this depth the supply is already very small. The depth is about 37 $\mu$m, which is comparable to the gas mean free path at a pressure of a few torr, where the tail would be cut off by collisions.

The largest difference between $\phi$ and the exponential, in units of the entering flux, is 0.016 for $r=10^{-4}$, 0.041 for $10^{-3}$ and 0.10 for $10^{-2}$. In the last case $L$ is only 5.8 diameters, and the separation between flight length and decay length is becoming poor. When $r$ is not small, (9) must be solved directly.

At fixed small $r$, the decay length in diameters, $L/d=1/\sqrt{3r}$, does not depend on the width of the hole. Doubling it requires a fourfold reduction of $r$. How deep a film actually forms also depends on the length of the exposure, which this steady-state model does not describe. The numerical output below also compares the flight law and the solution of (9) with radicals followed individually through the hole.

## Calculated quantities

```
One flight: chance to go further than x along the hole
  x = 0.5 d: formula 0.17082, ray tracing 0.17194
  x = 1.0 d: formula 0.06066, ray tracing 0.06097
  x = 3.0 d: formula 0.00416, ray tracing 0.00414
Mean squared axial flight: 0.666667 d^2
s^4 K(s) at s = 40 d: 0.3746 d^3
Full balance equation against the exponential
  r = 1e-02: L = d/sqrt(3r) = 5.774 d
    decay length between L and 2L: 5.719 d
    largest |phi - exp(-z/L)|: 0.1000
    phi(0): solved 0.90888, formula 0.90909
  r = 1e-03: L = d/sqrt(3r) = 18.257 d
    decay length between L and 2L: 18.207 d
    largest |phi - exp(-z/L)|: 0.0409
    phi(0): solved 0.96927, formula 0.96935
  r = 1e-04: L = d/sqrt(3r) = 57.735 d
    decay length between L and 2L: 57.706 d
    largest |phi - exp(-z/L)|: 0.0159
    phi(0): solved 0.99007, formula 0.99010
Wall flux phi averaged over a depth range, r = 1e-02
  0-2 d: solved 0.7475, traced 0.7478
  4-6 d: solved 0.3557, traced 0.3563
  10-12 d: solved 0.1240, traced 0.1229
Deep tail, r = 1e-02: solved phi over 1/(8 r z^3)
  z = 30 L: 1.1150
  z = 60 L: 1.0492
Example: d = 50 nm, r = 1e-04
  L = 2886.8 nm = 2.887 micrometre
  phi at 1 L: solved 0.3589, exp 0.3679
  phi at 2 L: solved 0.1320, exp 0.1353
  phi at 3 L: solved 0.0487, exp 0.0498
  depth for phi = 0.1, solved: 6575 nm
  depth for phi = 0.1, L ln 10: 6647 nm
  exponential equals deep tail at z = 12.65 L
  common value there: 3.21e-06
```
